# What flat nitrogen in silylamides says about metal–nitrogen π bonding: a numerical check

```python
# Result under test: a flat nitrogen in a silylamide M-N(SiH3)2 does not prove
# an M-N pi bond, because silyl groups flatten N even when M has no pi orbital.
# Symbols: fold = angle by which all three N-X axes are lifted out of the plane;
# D = E(fold) - E(flat), positive when N resists folding;
# tilt = extra out-of-plane rotation of an XH3 group about its own X atom;
# f = s fraction of the N lone pair; beta, gap, w = coupling, acceptor gap and
# p-s level spacing of the lone-pair model; lam = level shift on H electrons.
# PySCF works in hartree; printed energies are in rydberg (1 hartree = 2 Ry).
import os
for name in ('OMP_NUM_THREADS', 'OPENBLAS_NUM_THREADS', 'MKL_NUM_THREADS'):
    os.environ[name] = '1'
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag, eigh
from scipy.optimize import brentq
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
BASIS = {'N': '6-31g*', 'C': '6-31g*', 'Si': '6-31g*', 'H': '6-31g*',
         'Ga': 'def2-svp'}
AUX = 'def2-universal-jkfit'
MRY = 2000.0                       # millirydberg per hartree
KJ_PER_MRY = (const.physical_constants['Rydberg constant times hc in J'][0]
              * const.N_A * 1e-6)
FOLD = 15.0                        # degrees
R_NH, R_GAN, R_GAH = 1.89, 3.50, 2.95          # fixed lengths in bohr
LENGTHS = {'Si': (3.28, 2.80), 'C': (2.75, 2.05)}   # N-X and X-H in bohr


def frame(azimuth, tau):
    """Bond axis, in-plane tangent and upward normal of one substituent."""
    rho = np.array([np.cos(azimuth), np.sin(azimuth), 0.0])
    tangent = np.array([-np.sin(azimuth), np.cos(azimuth), 0.0])
    z = np.array([0.0, 0.0, 1.0])
    return (np.cos(tau) * rho + np.sin(tau) * z, tangent,
            -np.sin(tau) * rho + np.cos(tau) * z)


def build(X, fold_deg, tilt_deg=0.0, gallium=None):
    """M-N(XH3)2 with M = H, or GaH2 in 'flat' or 'twisted' orientation."""
    r_nx, r_xh = LENGTHS[X]
    tau, tilt = np.radians(fold_deg), np.radians(tilt_deg)
    atoms = [('N', np.zeros(3))]
    u, t, up = frame(0.0, tau)
    if gallium is None:
        atoms.append(('H', R_NH * u))
    else:
        atoms.append(('Ga', R_GAN * u))
        side = t if gallium == 'flat' else up
        for sign in (1, -1):
            atoms.append(('H', R_GAN * u + R_GAH
                          * (0.5 * u + sign * np.sqrt(0.75) * side)))
    turn = np.arctan(np.sqrt(3) * np.sin(tau))   # keeps XH3 staggered
    alpha = np.arccos(1 / 3)
    for azimuth, sign in ((2 * np.pi / 3, -1), (4 * np.pi / 3, 1)):
        u, t, up = frame(azimuth, tau)
        axis = np.cos(tilt) * u + np.sin(tilt) * up
        normal = -np.sin(tilt) * u + np.cos(tilt) * up
        atoms.append((X, r_nx * u))
        for k in range(3):
            a = 2 * np.pi * k / 3 - turn
            d = (np.cos(alpha) * axis + np.sin(alpha)
                 * (np.cos(a) * sign * t + np.sin(a) * normal))
            atoms.append(('H', r_nx * u + r_xh * d))
    return atoms


def make_mol(atoms, charge=0):
    basis = {s: BASIS[s] for s in {a[0] for a in atoms}}
    return gto.M(atom=[(s, tuple(p)) for s, p in atoms], unit='Bohr',
                 basis=basis, charge=charge, verbose=0)


def run_hf(mol, dm=None):
    mf = scf.RHF(mol).density_fit(auxbasis=AUX)
    mf.conv_tol = 1e-8
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def constrained_energy(mf, T):
    """Hartree-Fock energy with orbitals confined to the columns of T."""
    h, S = mf.get_hcore(), mf.get_ovlp()
    nocc = mf.mol.nelectron // 2
    w, v = eigh(T.T @ S @ T)
    assert w.min() > 1e-7
    X = T @ (v / np.sqrt(w))
    start = np.asarray(mf.get_veff(mf.mol, np.asarray(mf.make_rdm1())))
    fock = X.T @ (h + start) @ X
    focks, errors = [], []
    for _ in range(60):
        c = eigh(fock)[1][:, :nocc]
        P = c @ c.T
        dm = 2 * X @ P @ X.T
        veff = np.asarray(mf.get_veff(mf.mol, dm))
        energy = np.sum(dm * (h + veff / 2)) + mf.mol.energy_nuc()
        raw = X.T @ (h + veff) @ X
        err = raw @ P - P @ raw
        if abs(err).max() < 5e-5:
            return energy
        focks, errors = (focks + [raw])[-8:], (errors + [err])[-8:]
        n = len(focks)
        B = np.ones((n + 1, n + 1))
        B[n, n] = 0
        B[:n, :n] = [[np.sum(a * b) for b in errors] for a in errors]
        coef = np.linalg.lstsq(B, np.eye(n + 1)[n], rcond=1e-14)[0][:n]
        fock = sum(a * b for a, b in zip(coef, focks))
    raise RuntimeError('constrained SCF did not converge')


def without_acceptors(atoms, mol):
    """Orbital space lacking the empty e-type orbitals of both XH3 groups."""
    blocks = [np.eye(mol.aoslice_by_atom()[2][2])]
    for first in (2, 6):
        frag = scf.RHF(make_mol(atoms[first:first + 4], charge=1))
        frag.conv_tol = 1e-11
        frag.kernel()
        assert frag.converged
        e = frag.mo_energy
        close = abs(np.diff(e)) < 1e-4
        paired = np.append(close, False) | np.insert(close, 0, False)
        drop = paired & (frag.mo_occ == 0)
        assert drop.sum() == 10, drop.sum()     # count from C3v symmetry
        blocks.append(frag.mo_coeff[:, ~drop])
    return block_diag(*blocks)


# --- lone-pair hybrid and hyperconjugation model
def lone_pair(tau):
    axes = [frame(2 * np.pi * k / 3, tau)[0] for k in range(3)]
    cosine = axes[0] @ axes[1]
    s = brentq(lambda q: q + (1 - q) * cosine, 1e-6, 0.6, xtol=1e-15)
    bonds = np.array([np.r_[np.sqrt(s), np.sqrt(1 - s) * a] for a in axes])
    return np.linalg.svd(bonds)[2][3]           # orthogonal to all bonds


tau15 = np.radians(FOLD)
axes15 = [frame(2 * np.pi * k / 3, tau15)[0] for k in range(2)]
cos15 = axes15[0] @ axes15[1]
assert abs(cos15 - (1 - 1.5 * np.cos(tau15)**2)) < 1e-12
s_fraction = lone_pair(tau15)[0]**2
assert abs(s_fraction - 2 * np.tan(tau15)**2) < 1e-9
beta, gap, w_sp = 0.05, 1.0, 1.0                # Ry


def model_stabilization(tau):
    n = lone_pair(tau)
    level = -w_sp * n[0]**2
    m = np.array([[level, beta * n[3]], [beta * n[3], gap]])
    return 2 * (np.linalg.eigvalsh(m)[0] - level)


dt = 0.03
model_curv = 2 * (model_stabilization(dt) - model_stabilization(0)) / dt**2
formula_curv = 8 * beta**2 / gap * (1 + w_sp / gap)
assert abs(model_curv / formula_curv - 1) < 0.02   # finite beta and step

# --- fold energies with H in the place of the metal
res = {}
for X in ('Si', 'C'):
    d = {}
    e = {'full': [], 'noacc': [], 'nod': [], 'mp2': []}
    dm = None
    for fold in (0.0, FOLD):
        atoms = build(X, fold)
        mol = make_mol(atoms)
        mf = run_hf(mol, dm)
        dm = np.asarray(mf.make_rdm1())
        e['full'].append(mf.e_tot)
        e['noacc'].append(constrained_energy(mf, without_acceptors(atoms, mol)))
        keep = [not (a[1] == X and 'd' in a[2])
                for a in mol.ao_labels(fmt=None)]
        e['nod'].append(constrained_energy(mf, np.eye(mol.nao)[:, keep]))
        e['mp2'].append(mf.e_tot + mp.MP2(mf).kernel()[0])
        if fold == 0.0:
            d['q'] = np.sum(mf.mulliken_pop(verbose=0)[1][2:]) / 2
            same = constrained_energy(mf, np.eye(mol.nao))
            assert abs(same - mf.e_tot) < 1e-6
    for key, val in e.items():
        d[key] = MRY * (val[1] - val[0])
    if X == 'Si':                               # optimize the silyl tilt
        h_tilt = 6.0
        plus, minus = (run_hf(make_mol(build(X, FOLD, s * h_tilt)), dm).e_tot
                       for s in (1, -1))
        bend = plus + minus - 2 * e['full'][1]
        assert bend > 0
        d['tilt'] = -h_tilt * (plus - minus) / (2 * bend)
        d['tilted'] = d['full'] - MRY * (plus - minus)**2 / (8 * bend)
    res[X] = d
si, c = res['Si'], res['C']
assert si['full'] > 0 > c['full']
assert si['tilted'] > 0 and abs(si['tilt']) < 10
assert si['full'] - si['noacc'] > 0             # acceptors flatten N
assert si['q'] > c['q']


# --- repulsion of three equal charges, explicit sum against curvature formula
def repulsion(tau, q, r):
    p = [r * frame(2 * np.pi * k / 3, tau)[0] for k in range(3)]
    return sum(2 * q * q / np.linalg.norm(p[i] - p[j])
               for i, j in ((0, 1), (0, 2), (1, 2)))


rep = {}
for X, d in res.items():
    h, r = 0.01, LENGTHS[X][0]
    rep[X] = 2 * np.sqrt(3) * d['q']**2 / r
    numeric = 2 * (repulsion(h, d['q'], r) - repulsion(0, d['q'], r)) / h**2
    assert abs(numeric / rep[X] - 1) < 1e-3


# --- polarity without pi acceptors: NH3 with a level shift on H electrons
def ammonia(fold_deg, lam):
    tau = np.radians(fold_deg)
    mol = make_mol([('N', np.zeros(3))] + [
        ('H', R_NH * frame(2 * np.pi * k / 3, tau)[0]) for k in range(3)])
    w, v = eigh(mol.intor('int1e_ovlp'))
    root = (v * np.sqrt(w)) @ v.T
    on_h = np.array([float(a[1] == 'H') for a in mol.ao_labels(fmt=None)])
    W = (root * on_h) @ root
    mf = scf.RHF(mol)
    h0 = mf.get_hcore()
    mf.get_hcore = lambda *args: h0 + lam * W
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf.e_tot, np.sum(np.asarray(mf.make_rdm1()) * W)


def ammonia_D(lam):
    return ammonia(FOLD, lam)[0] - ammonia(0.0, lam)[0]


folded, planar = ammonia(FOLD, 0.0), ammonia(0.0, 0.0)
pop_change = folded[1] - planar[1]
slope = (ammonia_D(0.005) - ammonia_D(-0.005)) / 0.01
assert abs(slope - pop_change) < 1e-4
lam_big = 0.1                                   # hartree
D_nh3, D_nh3_polar = MRY * (folded[0] - planar[0]), MRY * ammonia_D(lam_big)
assert D_nh3 < 0 and D_nh3_polar > D_nh3


# --- gallium: empty 4p parallel to the lone pair, or turned into the plane
def p_functions(mol, element, direction):
    return [i for i, a in enumerate(mol.ao_labels(fmt=None))
            if a[1] == element and 'p' in a[2] and a[3] == direction]


mol = make_mol(build('Si', 0.0, gallium='flat'))
mf = run_hf(mol)
dm = np.asarray(mf.make_rdm1())
e_parallel = mf.e_tot
pop = np.einsum('ij,ji->i', dm, mf.get_ovlp())
ga_pi = pop[p_functions(mol, 'Ga', 'z')].sum() - 4      # minus 2p and 3p
mix_flat = abs(dm[np.ix_(p_functions(mol, 'N', 'z'),
                         p_functions(mol, 'Ga', 'z'))]).max()

mol = make_mol(build('Si', 0.0, gallium='twisted'))
mf = run_hf(mol)
dm = np.asarray(mf.make_rdm1())
e_twisted = mf.e_tot
mix_twist = abs(dm[np.ix_(p_functions(mol, 'N', 'z'),
                          p_functions(mol, 'Ga', 'y'))]).max()
mf = run_hf(make_mol(build('Si', FOLD, gallium='twisted')), dm)
D_ga = MRY * (mf.e_tot - e_twisted)
twist_cost = MRY * (e_twisted - e_parallel)
assert mix_twist < 1e-4 < mix_flat
assert D_ga > 0

print(f'fold angle used for D: {FOLD:.1f} degrees')
print(f'X-N-X angle at this fold: {np.degrees(np.arccos(cos15)):.2f} degrees')
print(f'lone-pair s fraction at this fold: {s_fraction:.4f}')
print(f'model beta, gap, w: {beta:.2f}, {gap:.2f}, {w_sp:.2f} Ry')
print(f'model curvature, diagonalized: {model_curv:.5f} Ry/rad^2')
print(f'model curvature, formula: {formula_curv:.5f} Ry/rad^2')
print(f'fixed N-H length: {R_NH:.2f} bohr')
for X, name in (('Si', 'HN(SiH3)2'), ('C', 'HN(CH3)2')):
    d = res[X]
    print(f'{name} fixed N-{X}, {X}-H: {LENGTHS[X][0]:.2f}, '
          f'{LENGTHS[X][1]:.2f} bohr')
    print(f'{name} Mulliken charge per {X}H3: {d["q"]:.3f} e')
    print(f'{name} three-charge curvature: {1000*rep[X]:.1f} mRy/rad^2')
    print(f'{name} D, Hartree-Fock: {d["full"]:.2f} mRy '
          f'= {d["full"]*KJ_PER_MRY:.2f} kJ/mol')
    print(f'{name} D, MP2: {d["mp2"]:.2f} mRy')
    print(f'{name} D without empty e orbitals: {d["noacc"]:.2f} mRy')
    print(f'{name} acceptor part of D: {d["full"]-d["noacc"]:.2f} mRy')
    print(f'{name} D without {X} d functions: {d["nod"]:.2f} mRy')
print(f'HN(SiH3)2 optimal silyl tilt when folded: {si["tilt"]:.2f} degrees')
print(f'HN(SiH3)2 D with optimal tilt: {si["tilted"]:.2f} mRy')
print(f'NH3 D without level shift: {D_nh3:.2f} mRy')
print(f'NH3 level shift on H electrons: {2*lam_big:.2f} Ry')
print(f'NH3 D with level shift: {D_nh3_polar:.2f} mRy')
print(f'NH3 H population, folded minus flat: {pop_change:.5f} electrons')
print(f'NH3 slope dD/dlam: {slope:.5f} electrons')
print(f'H2Ga-N(SiH3)2 fixed Ga-N, Ga-H: {R_GAN:.2f}, {R_GAH:.2f} bohr')
print(f'Ga D, 4p turned into plane: {D_ga:.2f} mRy '
      f'= {D_ga*KJ_PER_MRY:.2f} kJ/mol')
print(f'Ga rigid twist energy at flat N: {twist_cost:.2f} mRy')
print(f'Ga valence p-pi Mulliken population: {ga_pi:.3f} electrons')
print(f'N-Ga p density element, parallel: {mix_flat:.4f}')
print(f'N-Ga p density element, twisted: {mix_twist:.1e}')
print('success')
```

Printed output:

```
fold angle used for D: 15.0 degrees
X-N-X angle at this fold: 113.55 degrees
lone-pair s fraction at this fold: 0.1436
model beta, gap, w: 0.05, 1.00, 1.00 Ry
model curvature, diagonalized: 0.03971 Ry/rad^2
model curvature, formula: 0.04000 Ry/rad^2
fixed N-H length: 1.89 bohr
HN(SiH3)2 fixed N-Si, Si-H: 3.28, 2.80 bohr
HN(SiH3)2 Mulliken charge per SiH3: 0.361 e
HN(SiH3)2 three-charge curvature: 137.7 mRy/rad^2
HN(SiH3)2 D, Hartree-Fock: 9.05 mRy = 11.88 kJ/mol
HN(SiH3)2 D, MP2: 7.52 mRy
HN(SiH3)2 D without empty e orbitals: 8.83 mRy
HN(SiH3)2 acceptor part of D: 0.22 mRy
HN(SiH3)2 D without Si d functions: 10.80 mRy
HN(CH3)2 fixed N-C, C-H: 2.75, 2.05 bohr
HN(CH3)2 Mulliken charge per CH3: 0.215 e
HN(CH3)2 three-charge curvature: 58.5 mRy/rad^2
HN(CH3)2 D, Hartree-Fock: -16.66 mRy = -21.87 kJ/mol
HN(CH3)2 D, MP2: -17.04 mRy
HN(CH3)2 D without empty e orbitals: -21.50 mRy
HN(CH3)2 acceptor part of D: 4.84 mRy
HN(CH3)2 D without C d functions: -18.28 mRy
HN(SiH3)2 optimal silyl tilt when folded: -2.47 degrees
HN(SiH3)2 D with optimal tilt: 8.07 mRy
NH3 D without level shift: -16.22 mRy
NH3 level shift on H electrons: 0.20 Ry
NH3 D with level shift: -10.62 mRy
NH3 H population, folded minus flat: 0.02928 electrons
NH3 slope dD/dlam: 0.02928 electrons
H2Ga-N(SiH3)2 fixed Ga-N, Ga-H: 3.50, 2.95 bohr
Ga D, 4p turned into plane: 18.38 mRy = 24.12 kJ/mol
Ga rigid twist energy at flat N: 19.81 mRy
Ga valence p-pi Mulliken population: 0.107 electrons
N-Ga p density element, parallel: 0.0923
N-Ga p density element, twisted: 2.2e-15
success
```
